**Line charge in a polarizable sheet: finite core, unchanged far logarithm**

For a line charge λ lying in a sheet of polarizability χ between half-spaces of mean permittivity κ, the potential drop from the line is Λ L(s), with L(s) = ln s + γ + g(s). Here s = |x|/r0, r0 = χ/(2ε0κ), Λ = λ/(2πε0κ), γ is Euler's constant and g is an auxiliary function of the sine and cosine integrals. The program asserts that this form agrees with direct quadrature of the kernel 1/[q(1 + r0 q)], that its near and far expansions hold, and that the smeared charge sums to λ and reproduces the potential. It also asserts agreement with a finite-difference solution for unequal half-spaces, with and without a metal edge; nodes off the sheet and within 0.5 r0 of the line have a looser, first-order error limit. The largest deviation of L from quadrature is 3.0e-13, and the grid deviation on the sheet and away from the line falls from 7.1e-3 to 2.2e-3 of Λ when the spacing is halved. In the example r0 is about 1.9 nm and the electron barrier at the charged row is 0.54 eV, where the unpolarizable case diverges. The remaining lines size neglected effects: slab thickness, a back gate, dopants, the discreteness of the row and tunnelling. The dopant and tunnelling figures are estimates of size only.

## Program and output

```python
"""
Line charge in a polarizable sheet: result under test
  phi(0) - phi(x) = Lam * L(s),  L(s) = ln s + gamma + g(s),  s = |x|/r0
  L = integral_0^inf (1 - cos(q s)) / (q (1 + q)) dq   (q in units of 1/r0)
Symbols: lam line charge per length, chi sheet polarizability (P = chi E),
  kappa mean permittivity of the two half-spaces, r0 = chi/(2 eps0 kappa),
  Lam = lam/(2 pi eps0 kappa), gamma Euler's constant,
  f, g auxiliary functions of the sine and cosine integrals, f = dL/ds.
L is finite at s = 0 and tends to ln s + gamma at large s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import sici, exp1
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

gamma = np.euler_gamma


def f_aux(s):
    si, ci = sici(s)
    return ci * np.sin(s) + (np.pi / 2 - si) * np.cos(s)


def g_aux(s):
    if s > 50:  # asymptotic series avoids cancellation
        return (1 - 6 / s**2 + 120 / s**4 - 5040 / s**6) / s**2
    si, ci = sici(s)
    return -ci * np.cos(s) + (np.pi / 2 - si) * np.sin(s)


def L_closed(s):
    return 0.0 if s == 0 else np.log(s) + gamma + g_aux(s)


def cosine_integral(kernel, x, start=0.0):
    """integral_start^inf cos(q x) kernel(q) dq, split at q = 1"""
    low = quad(lambda q: np.cos(q * x) * kernel(q), start, 1, limit=400)[0]
    high = quad(kernel, 1, np.inf, weight='cos', wvar=x,
                epsabs=1e-9, limlst=300, limit=400)[0]
    return low + high


def L_quadrature(s):
    low = quad(lambda q: 2 * np.sin(q * s / 2)**2 / (q * (1 + q)), 0, 1,
               limit=400, epsabs=1e-11)[0]
    high = quad(lambda q: 1 / (q * (1 + q)), 1, np.inf, weight='cos', wvar=s,
                epsabs=1e-10, limlst=300, limit=400)[0]
    return low + np.log(2) - high


# --- closed form, limits and field against quadrature of the kernel
quad_error = max(abs(L_quadrature(s) - L_closed(s))
                 for s in (0.05, 0.3, 1.0, 4.0, 20.0))
assert quad_error < 1e-7
s = 0.05
near = np.pi * s / 2 + s**2 / 2 * (np.log(s) + gamma - 1.5)
assert abs(L_quadrature(s) - near) < s**3
s = 20.0
assert abs(L_quadrature(s) - np.log(s) - gamma - 1 / s**2) < 7 / s**4
far_growth = L_quadrature(200.0) - L_quadrature(20.0)
assert abs(far_growth - np.log(10)) < 1 / 20.0**2
step = 1e-2
slope = (L_quadrature(0.7 + step) - L_quadrature(0.7 - step)) / (2 * step)
assert abs(slope - f_aux(0.7)) < 1e-4

# --- contribution of one decade of large q: bare kernel versus sheet kernel
bare_decade = quad(lambda q: (1 - np.cos(q)) / q, 100, 1000, limit=2000)[0]
sheet_decade = quad(lambda q: (1 - np.cos(q)) / (q * (1 + q)), 100, 1000,
                    limit=2000)[0]
assert abs(bare_decade - np.log(10)) < 0.02 and sheet_decade < 0.011

# --- spread charge: total, enclosed fraction, and its own bare-log potential
total_charge = 2 / np.pi * (quad(g_aux, 0, 5)[0] + quad(g_aux, 5, np.inf)[0])
assert abs(total_charge - 1) < 1e-6
assert abs(2 / np.pi * quad(g_aux, 0, 3)[0] - (1 - 2 * f_aux(3) / np.pi)) < 1e-7


def L_from_spread_charge(s):
    def integrand(u):
        return g_aux(u) / np.pi * np.log(abs((s - u) * (s + u)) / u**2)
    return (quad(integrand, 0, s, limit=400)[0]
            + quad(integrand, s, 2 * s, limit=400)[0]
            + quad(integrand, 2 * s, np.inf, limit=400)[0])


for s in (0.4, 3.0):
    assert abs(L_from_spread_charge(s) - L_closed(s)) < 1e-5

# --- line at height h above the sheet: induced potential at the line is finite
h_line = 0.2
induced = quad(lambda q: np.exp(-2 * q * h_line) / (1 + q), 0, np.inf)[0]
assert abs(induced - np.exp(2 * h_line) * exp1(2 * h_line)) < 1e-7


# --- finite-difference solution of the sheet problem (r0 = Lam = 1)
def potential(x, z):
    w = np.maximum(np.abs(z), 1e-14) - 1j * np.abs(x)
    return -(np.real(np.log(w) + np.exp(w) * exp1(w)) + gamma)


def grid_error(h, left, right, half_height, formula, k_up, k_down):
    """deviation between the grid solution and the formula, which supplies
    only the values on the outer boundary. Returns two maxima:
    (sheet nodes and nodes at least 0.5 r0 from the line, all nodes).
    At height z above the line the grid error is about h^2/(6 z): second
    order at fixed z, but first order, h/6, at the node next to the line."""
    mean = (k_up + k_down) / 2
    nx, nz = round((right - left) / h), round(2 * half_height / h)
    x = left + h * np.arange(nx + 1)
    z = -half_height + h * np.arange(nz + 1)
    exact = formula(x[None, :], z[:, None])
    plane, origin = nz // 2, round(-left / h)
    link = np.where(np.arange(nz) < plane, k_down, k_up) / mean
    row = np.where(np.arange(nz + 1) < plane, k_down, k_up) / mean
    row[plane] = 1 + 2 / h
    row = row[1:-1]
    tx = diags([np.ones(nx - 2), -2 * np.ones(nx - 1), np.ones(nx - 2)],
               [-1, 0, 1])
    vz = diags([link[1:-1], -(link[:-1] + link[1:]), link[1:-1]], [-1, 0, 1])
    matrix = kron(diags(row), tx) + kron(vz, identity(nx - 1))
    rhs = np.zeros((nz - 1, nx - 1))
    rhs[plane - 1, origin - 1] = -2 * np.pi
    rhs[:, 0] -= row * exact[1:-1, 0]
    rhs[:, -1] -= row * exact[1:-1, -1]
    rhs[0] -= link[0] * exact[0, 1:-1]
    rhs[-1] -= link[-1] * exact[-1, 1:-1]
    solution = spsolve(matrix.tocsc(), rhs.ravel()).reshape(rhs.shape)
    deviation = np.abs(solution - exact[1:-1, 1:-1])
    chosen = np.hypot(x[None, 1:-1], z[1:-1, None]) > 0.5 - 1e-9
    chosen[plane - 1, :] = True
    return np.max(deviation[chosen]), np.max(deviation)


def with_metal_edge(x, z):  # metal surface at x = -2, image line at x = -4
    return potential(x, z) - potential(x + 4, z)


coarse, coarse_all = grid_error(0.1, -3, 3, 3, potential, 1.0, 3.9)
fine, fine_all = grid_error(0.05, -3, 3, 3, potential, 1.0, 3.9)
assert fine < 5e-3 and fine < 0.45 * coarse
assert coarse_all < 0.2 * 0.1 and fine_all < 0.2 * 0.05
assert np.max(np.abs(with_metal_edge(-2.0, np.linspace(0, 3, 7)))) < 1e-12
edge_error, edge_all = grid_error(0.05, -2, 4, 3, with_metal_edge, 1.0, 3.9)
assert edge_error < 5e-3 and edge_all < 0.2 * 0.05

# --- worked example (lengths in nm, potentials in V)
thickness, eps_in, eps_out = 0.65, 15.0, 6.0
k_air, k_oxide = 1.0, 3.9
line_density, edge_distance, temperature = 0.1, 50.0, 300.0
cell, gate_distance, mass_ratio = 0.32, 300.0, 0.5
kappa = (k_air + k_oxide) / 2
chi_over_eps0 = (eps_in - 1) * thickness
r0 = chi_over_eps0 / (2 * kappa)
e_over_eps0 = const.e / const.epsilon_0 * 1e9  # V nm
Lam = line_density * e_over_eps0 / (2 * np.pi * kappa)
peak_field = line_density * e_over_eps0 / (2 * chi_over_eps0)  # V/nm
slope_at_line = Lam * L_quadrature(0.002) / (0.002 * r0)
assert abs(slope_at_line / peak_field - 1) < 0.01
barrier = Lam * L_closed(2 * edge_distance / r0)
thermal = const.k * temperature / const.e


def sheet_potential(x):  # relative to the metal edge
    return Lam * (L_closed((x + 2 * edge_distance) / r0) - L_closed(x / r0))


def bare_potential(x):
    return Lam * np.log((x + 2 * edge_distance) / x)


# --- neglected effect: finite anisotropic thickness, line at mid-plane
eps_g = np.sqrt(eps_in * eps_out)
stretch = np.sqrt(eps_in / eps_out)


def slab_kernel(q):
    t = np.tanh(q * stretch * thickness / 2)
    admittance = sum(eps_g * (k + eps_g * t) / (eps_g + k * t)
                     for k in (k_air, k_oxide))
    return 2 * kappa / (q * admittance)


def slab_by_matching(q):
    """unknowns: top amplitude, two upper, two lower, bottom amplitude"""
    k = q * stretch
    E = np.exp(k * thickness / 2)
    m = np.array([
        [-1, E, 1 / E, 0, 0, 0],
        [k_air * q, eps_out * k * E, -eps_out * k / E, 0, 0, 0],
        [0, 0, 0, 1 / E, E, -1],
        [0, 0, 0, eps_out * k / E, -eps_out * k * E, -k_oxide * q],
        [0, 1, 1, -1, -1, 0],
        [0, -eps_out * k, eps_out * k, eps_out * k, -eps_out * k, 0]])
    a = np.linalg.solve(m, np.array([0, 0, 0, 0, 0, 2 * kappa]))
    return a[1] + a[2]


for q in (0.05, 0.7, 4.0):
    assert abs(slab_by_matching(q) / slab_kernel(q) - 1) < 1e-9
r0_slab = (eps_in * thickness - thickness * (k_air**2 + k_oxide**2)
           / (2 * eps_out)) / (2 * kappa)
q = 1e-4
assert abs((1 / (q * slab_by_matching(q)) - 1) / q - r0_slab) < 1e-3


def sheet_kernel(q):
    return 1 / (q * (1 + r0 * q))


def slab_minus_sheet(x):
    return Lam * cosine_integral(lambda q: slab_kernel(q) - sheet_kernel(q),
                                 x, start=1e-7)


# --- neglected effect: grounded back gate under the oxide
def gate_kernel(q, k1, k2, radius):
    mean = (k1 + k2) / 2
    return 1 / (q * ((k1 + k2 / np.tanh(q * gate_distance)) / (2 * mean)
                     + radius * q))


q = 0.002  # uniform medium without sheet: one image line below the gate
assert abs(gate_kernel(q, 1, 1, 0)
           - (1 - np.exp(-2 * q * gate_distance)) / q) < 1e-8
gate_shift = Lam * quad(
    lambda q: (1 - np.cos(2 * edge_distance * q))
    * (gate_kernel(q, k_air, k_oxide, r0) - sheet_kernel(q)),
    1e-9, 20 / gate_distance, limit=400)[0]

# --- neglected effects: dopants, discreteness, tunnelling, degeneracy
low_doping, high_doping = 1e10, 1e12  # per cm2
per_nm2 = 1e-14
strip_low = line_density / (2 * low_doping * per_nm2)
strip_high = line_density / (2 * high_doping * per_nm2)
dopant_shift = Lam * low_doping * per_nm2 / line_density * quad(
    lambda X: np.log((X + edge_distance) / abs(X - edge_distance)),
    0, strip_low, points=[edge_distance], limit=400)[0]
G = 2 * np.pi / cell


def ripple_kernel(q):
    k = np.hypot(q, G)
    return 2 / (k * (1 + r0 * k))


ripple = Lam * quad(ripple_kernel, 0, np.inf, weight='cos', wvar=cell,
                    epsabs=1e-9, limlst=300)[0]
mass = mass_ratio * const.m_e
wave_factor = np.sqrt(2 * mass * const.e) / const.hbar * 1e-9


def tunnel_exponent(depth):
    turn = brentq(lambda x: Lam * L_closed(x / r0) - depth, 0, 200)
    action = quad(lambda x: np.sqrt(max(depth - Lam * L_closed(x / r0), 0)),
                  0, turn, limit=200)[0]
    return 4 * wave_factor * action


tunnel_depth = brentq(lambda d: tunnel_exponent(d) - 1, 1e-3, 0.2)
band_density = mass * const.k * temperature / (np.pi * const.hbar**2) * 1e-4

print(f"closed form vs quadrature, max deviation of L: {quad_error:.1e}")
print("grid deviation/Lam (sheet and >= 0.5 r0 from line; all nodes):")
print(f" spacing 0.1 r0: {coarse:.1e}; {coarse_all:.1e}")
print(f" spacing 0.05 r0: {fine:.1e}; {fine_all:.1e}")
print(f" with metal edge, 0.05 r0: {edge_error:.1e}; {edge_all:.1e}")
print(f"L(200)-L(20) by quadrature: {far_growth:.4f}; ln 10: {np.log(10):.4f}")
print(f"q decade 100-1000, bare: {bare_decade:.4f}; sheet: {sheet_decade:.4f}")
print(f"total spread charge / lam: {total_charge:.6f}")
print(f"thickness: {thickness} nm; eps in/out of plane: {eps_in}, {eps_out}")
print(f"half-spaces: {k_air}, {k_oxide}; mean kappa: {kappa:.2f}")
print(f"line charge magnitude: {line_density} e/nm")
print(f"charge per {cell} nm cell: {line_density * cell:.3f} e")
print(f"line to metal edge: {edge_distance} nm; T: {temperature} K")
print(f"chi/eps0: {chi_over_eps0:.2f} nm")
print(f"r0: {r0:.3f} nm")
print(f"core radius r0 exp(-gamma): {r0 * np.exp(-gamma):.3f} nm")
print(f"Lam: {Lam:.4f} V")
print(f"peak in-plane field: {peak_field * 10:.3f} MV/cm")
print(f"L(2b/r0): {L_closed(2 * edge_distance / r0):.3f}")
print(f"electron barrier at line above metal reference: {barrier:.4f} eV")
print(f"thermal energy: {thermal:.4f} eV")
print("potential magnitude relative to metal, x into channel:")
for x in (0.001, 0.1, 1.0, 10.0, 50.0):
    print(f" x={x:g} nm: sheet {sheet_potential(x):.4f} V,"
          f" bare {bare_potential(x):.4f} V")
for x in (r0, 10.0):
    print(f"charge fraction within {x:.2f} nm:"
          f" {1 - 2 * f_aux(x / r0) / np.pi:.3f}")
print("neglected effects:")
print(f"r0 from slab expansion: {r0_slab:.3f} nm")
print(f"slab near-log weight kappa/eps_g: {kappa / eps_g:.3f}")
for x in (0.1, 0.5, 2.0, 10.0):
    print(f" slab minus sheet at {x} nm: {1e3 * slab_minus_sheet(x):.2f} mV")
print(f"gate at {gate_distance} nm, barrier change: {1e3 * gate_shift:.1f} meV")
print(f"dopant strip half-width at {low_doping:.0e} cm^-2: {strip_low:.0f} nm")
print(f"dopant strip half-width at {high_doping:.0e} cm^-2: {strip_high:.0f} nm")
print(f"dopant barrier lowering, lower doping: {1e3 * dopant_shift:.0f} meV")
print(f"row discreteness ripple at {cell} nm: {1e3 * ripple:.3f} mV")
print(f"effective mass: {mass_ratio} m_e")
print(f"depth below top with tunnel exponent 1: {1e3 * tunnel_depth:.0f} meV")
print(f"thermal band density (one valley): {band_density:.2e} cm^-2")
print(f"lower doping / band density: {low_doping / band_density:.1e}")
print("verified")
```

Output:

```
closed form vs quadrature, max deviation of L: 3.0e-13
grid deviation/Lam (sheet and >= 0.5 r0 from line; all nodes):
 spacing 0.1 r0: 7.1e-03; 1.2e-02
 spacing 0.05 r0: 2.2e-03; 6.9e-03
 with metal edge, 0.05 r0: 2.2e-03; 6.9e-03
L(200)-L(20) by quadrature: 2.3001; ln 10: 2.3026
q decade 100-1000, bare: 2.2966; sheet: 0.0089
total spread charge / lam: 1.000000
thickness: 0.65 nm; eps in/out of plane: 15.0, 6.0
half-spaces: 1.0, 3.9; mean kappa: 2.45
line charge magnitude: 0.1 e/nm
charge per 0.32 nm cell: 0.032 e
line to metal edge: 50.0 nm; T: 300.0 K
chi/eps0: 9.10 nm
r0: 1.857 nm
core radius r0 exp(-gamma): 1.043 nm
Lam: 0.1175 V
peak in-plane field: 0.994 MV/cm
L(2b/r0): 4.564
electron barrier at line above metal reference: 0.5365 eV
thermal energy: 0.0259 eV
potential magnitude relative to metal, x into channel:
 x=0.001 nm: sheet 0.5364 V, bare 1.3533 V
 x=0.1 nm: sheet 0.5273 V, bare 0.8121 V
 x=1 nm: sheet 0.4683 V, bare 0.5425 V
 x=10 nm: sheet 0.2784 V, bare 0.2819 V
 x=50 nm: sheet 0.1290 V, bare 0.1291 V
charge fraction within 1.86 nm: 0.604
charge fraction within 10.00 nm: 0.888
neglected effects:
r0 from slab expansion: 1.811 nm
slab near-log weight kappa/eps_g: 0.258
 slab minus sheet at 0.1 nm: 25.77 mV
 slab minus sheet at 0.5 nm: 2.71 mV
 slab minus sheet at 2.0 nm: 0.03 mV
 slab minus sheet at 10.0 nm: -0.04 mV
gate at 300.0 nm, barrier change: -2.2 meV
dopant strip half-width at 1e+10 cm^-2: 500 nm
dopant strip half-width at 1e+12 cm^-2: 5 nm
dopant barrier lowering, lower doping: 39 meV
row discreteness ripple at 0.32 nm: 0.018 mV
effective mass: 0.5 m_e
depth below top with tunnel exponent 1: 42 meV
thermal band density (one valley): 5.40e+12 cm^-2
lower doping / band density: 1.9e-03
verified
```
